# Vacuum energy of planar Dirac fermions in a constant magnetic field: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: one-loop Lagrangian of a two-component Dirac fermion in
2+1 dimensions in a constant magnetic field (hbar = c = 1, zero at B = 0):
  L(b,m) = b^(3/2)/(sqrt(2) pi) zeta(-1/2, q) - b m/(4 pi) + m^3/(6 pi)
b = e*B > 0, m = |mass|, q = m^2/(2 b), zeta(s, q) = Hurwitz zeta function.
L is minus the field-induced vacuum energy per area.  For a sheet with
velocity v: b = e*B/hbar, m = half-gap/(hbar v), energy = -N hbar v L.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 25
PI = np.pi


def hurwitz(s, q):
    return float(mp.zeta(mp.mpf(s), mp.mpf(q)))


def zeta_terms(b, m):
    """The three terms of the derived Lagrangian."""
    # at q = 0 the n = 0 term vanishes, leaving the Riemann zeta function
    z = hurwitz(-0.5, m * m / (2 * b)) if m > 0 else float(mp.zeta(-0.5))
    return (b**1.5 * z / (np.sqrt(2) * PI), -b * m / (4 * PI),
            m**3 / (6 * PI))


def lagrangian(b, m):
    return sum(zeta_terms(b, m))


def lagrangian_slope(b, m):
    """Derived formula for dL/db."""
    if m == 0:
        return 1.5 * lagrangian(b, 0) / b
    q = m * m / (2 * b)
    root = np.sqrt(b) / (2 * np.sqrt(2) * PI)
    return (root * (3 * hurwitz(-0.5, q) - q * hurwitz(0.5, q))
            - m / (4 * PI))


def proper_time(b, m, dim=3, cut=0.0):
    """Proper-time integral from s = cut, with s = y^2; dim = 3 or 4."""
    b, m = mp.mpf(b), mp.mpf(m)
    norm = 8 * mp.pi**1.5 if dim == 3 else 8 * mp.pi**2

    def integrand(y):
        x = b * y * y
        if x < 1e-3:
            bracket = x**2 / 3 - x**4 / 45 + 2 * x**6 / 945
        elif x > 60:
            bracket = x - 1
        else:
            bracket = x * mp.coth(x) - 1
        return 2 * y**(-dim - 1) * mp.exp(-m * m * y * y) * bracket

    points = [mp.sqrt(cut), 0.01, 0.1, 1, 4, mp.inf]
    return float(-mp.quad(integrand, points) / norm)


def extrapolate_to_zero(steps, values):
    """Polynomial through the data, evaluated at step zero."""
    total = 0.0
    for i, si in enumerate(steps):
        weight = 1.0
        for j, sj in enumerate(steps):
            if j != i:
                weight *= sj / (sj - si)
        total += weight * values[i]
    return total


NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def level_sum(b, m, kind):
    """L from cut-off sums of -|E|/2, with and without field."""
    if kind == "gaussian":
        steps = [0.04, 0.02, 0.01, 0.005]
    else:
        steps = [0.16, 0.08, 0.04, 0.02]
    values = []
    for step in steps:
        if kind == "gaussian":
            top = m + np.sqrt(42 / step)
            damp = lambda e: np.exp(-step * e * e)
        else:
            top = m + 45 / step
            damp = lambda e: np.exp(-step * e)
        n = np.arange(1, int((top**2 - m**2) / (2 * b)) + 1)
        e = np.sqrt(m * m + 2 * b * n)
        with_field = -b / (2 * PI) * (0.5 * m * damp(m)
                                      + np.sum(e * damp(e)))
        energy = m + (top - m) * (NODES + 1) / 2
        free = -(top - m) / 2 * np.sum(
            WEIGHTS * energy**2 * damp(energy)) / (2 * PI)
        values.append(-(with_field - free))
    return extrapolate_to_zero(steps, values)


# --- Dirac operator squared and its unpaired level, symbolically ----------
x, bs, ms = sp.symbols("x b m", positive=True)
f, g = sp.Function("f")(x), sp.Function("g")(x)


def dirac(up, down):
    p = lambda w: -sp.I * sp.diff(w, x)
    return (ms * up + p(down) - sp.I * bs * x * down,
            p(up) + sp.I * bs * x * up - ms * down)


sq_up, sq_down = dirac(*dirac(f, g))
osc = lambda w: -sp.diff(w, x, 2) + (bs**2 * x**2 + ms**2) * w
assert sp.simplify(sp.expand(sq_up - osc(f) - bs * f)) == 0
assert sp.simplify(sp.expand(sq_down - osc(g) + bs * g)) == 0
gauss = sp.exp(-bs * x**2 / 2)
z_up, z_down = dirac(sp.Integer(0), gauss)
assert sp.simplify(z_up) == 0
assert sp.simplify(z_down + ms * gauss) == 0

# --- Landau levels by diagonalization on a grid (b = 1, m = 0) ------------
h = 0.2
grid = np.arange(-50, 51) * h
diff = np.arange(101)[:, None] - np.arange(101)[None, :]
safe = np.where(diff == 0, 1, diff)
p2 = np.where(diff == 0, PI**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
osc_levels = np.linalg.eigvalsh(p2 / h**2 + np.diag(grid**2))
squares = np.sort(np.concatenate([osc_levels - 1, osc_levels + 1]))[:7]
assert np.allclose(squares, [0, 2, 2, 4, 4, 6, 6], atol=1e-7)

# --- zeta formula against level sums and proper-time integral -------------
table = []
for mass in (0.0, 0.5, 1.5):
    formula = lagrangian(1.0, mass)
    sum_g = level_sum(1.0, mass, "gaussian")
    sum_e = level_sum(1.0, mass, "exponential")
    integral = proper_time(1.0, mass)
    assert abs(sum_g - formula) < 2e-6
    assert abs(sum_e - formula) < 2e-6
    assert abs(integral - formula) < 1e-10
    table.append((mass, formula, sum_g, sum_e, integral))

# --- massless scaling from the level sums alone ---------------------------
ratio = level_sum(4.0, 0.0, "gaussian") / level_sum(1.0, 0.0, "gaussian")
assert abs(ratio - 4**1.5) < 1e-4
zeta_half = float(mp.zeta(-0.5))
zeta_three_half = float(mp.nsum(lambda n: n**(-mp.mpf(3) / 2), [1, mp.inf]))
coefficient = proper_time(1.0, 0.0)
assert abs(coefficient + zeta_three_half / (4 * np.sqrt(2) * PI**2)) < 1e-9

# --- term linear in the mass at strong field ------------------------------
small = [0.01, 0.02, 0.04]
linear = extrapolate_to_zero(
    small, [(proper_time(1.0, s) - coefficient) / s for s in small])
assert abs(linear - 1 / (4 * PI)) < 1e-4


# --- B^2 term from plane-wave second-order perturbation theory ------------
def plane_wave_response(q):
    """[R(0)-R(q)]/q^2, R = static transverse current response, m = 1."""
    t, w = np.polynomial.legendre.leggauss(200)
    t, w = (t + 1) / 2, w / 2
    k = (t / (1 - t))[:, None]
    dk = (w / (1 - t)**2)[:, None]
    angle = (np.arange(64) + 0.5) * 2 * PI / 64
    kx, ky = k * np.cos(angle), k * np.sin(angle)

    def kernel(shift):
        xa, xb = kx - shift / 2, kx + shift / 2
        ea = np.sqrt(xa**2 + ky**2 + 1)
        eb = np.sqrt(xb**2 + ky**2 + 1)
        overlap = 0.5 * (1 + (xa * xb - ky**2 + 1) / (ea * eb))
        return overlap / (ea + eb)

    area = k * dk * (2 * PI / 64) / (2 * PI)**2
    return np.sum(area * (kernel(0.0) - kernel(q))) / q**2


response = extrapolate_to_zero(
    [0.01, 0.04], [plane_wave_response(0.1), plane_wave_response(0.2)])
# a cosine potential has mean B^2 = a^2 q^2/2 and energy a^2 q^2 response/2
loop_b2 = -response
weak = [0.02, 0.04]
weak_b2 = extrapolate_to_zero(
    [w * w for w in weak], [proper_time(w, 1.0) / w**2 for w in weak])
assert abs(loop_b2 * 24 * PI + 1) < 1e-3
assert abs(weak_b2 * 24 * PI + 1) < 1e-5
assert abs(lagrangian(0.02, 1.0) / 0.02**2 * 24 * PI + 1) < 1e-3

# --- ultraviolet cutoff: convergent in 2+1, logarithmic in 3+1 ------------
cuts = (1e-6, 1e-8, 1e-10)
step3 = [proper_time(1, 1, 3, cuts[i + 1]) - proper_time(1, 1, 3, cuts[i])
         for i in (0, 1)]
step4 = [proper_time(1, 1, 4, cuts[i + 1]) - proper_time(1, 1, 4, cuts[i])
         for i in (0, 1)]
assert abs(step3[1] / step3[0] - 0.1) < 1e-3
assert abs(step4[1] / step4[0] - 1) < 1e-4
assert abs(step4[1] + np.log(100) / (24 * PI**2)) < 1e-6

# --- slope in b against finite differences of the integral ----------------
for mass in (0.0, 0.7):
    d = 1e-3
    numeric = (proper_time(1 + d, mass) - proper_time(1 - d, mass)) / (2 * d)
    assert abs(numeric - lagrangian_slope(1.0, mass)) < 1e-6

# --- worked example: model sheet ------------------------------------------
species, velocity, field, half_gap = 4, 1.0e6, 10.0, 50.0
meV = const.e * 1e-3
hbar_v = const.hbar * velocity / meV * 1e9
b_per_tesla = const.e / const.hbar * 1e-18
b = b_per_tesla * field
mass = half_gap / hbar_v
q = mass**2 / (2 * b)
scale = species * hbar_v
u_massless = -scale * lagrangian(b, 0.0)
u_quarter = -scale * lagrangian(b / 4, 0.0)
terms = [-scale * t for t in zeta_terms(b, mass)]
u_gapped = sum(terms)
u_direct = -scale * b**1.5 * level_sum(1.0, mass / np.sqrt(b), "gaussian")
assert abs(u_direct / u_gapped - 1) < 1e-4
u_weak = scale * b**2 / (24 * PI * mass)
bohr = const.physical_constants["Bohr magneton"][0] / meV
moment0 = scale * lagrangian_slope(b, 0.0) * b_per_tesla / bohr
moment1 = scale * lagrangian_slope(b, mass) * b_per_tesla / bohr
to_micro = meV * 1e18 * 1e6

print("TESTS (dimensionless, b = 1 unless stated)")
print("grid levels E^2:", " ".join(f"{abs(s):.4f}" for s in squares))
print("m | L formula | Gaussian cutoff | exponential cutoff | integral")
for row in table:
    print(f"{row[0]:.1f} | " + " | ".join(f"{v:.7f}" for v in row[1:]))
print(f"massless L(b=4)/L(b=1) from level sums: {ratio:.5f}")
print(f"zeta(-1/2) = {zeta_half:.7f}")
print(f"zeta(3/2) = {zeta_three_half:.7f}")
print(f"massless L/b^(3/2) = {coefficient:.7f}")
print(f"strong-field coefficient of b m: {linear:.5f}")
print(f"1/(4 pi) = {1 / (4 * PI):.5f}")
print(f"b^2 coefficient, m = 1, plane waves: {loop_b2:.6f}")
print(f"b^2 coefficient, m = 1, proper time: {weak_b2:.6f}")
print(f"-1/(24 pi) = {-1 / (24 * PI):.6f}")
print("change of L as the lower proper-time limit drops (b = m = 1)")
print(f"2+1, 1e-6 to 1e-8: {step3[0]:.3e}")
print(f"2+1, 1e-8 to 1e-10: {step3[1]:.3e}")
print(f"3+1, 1e-6 to 1e-8: {step4[0]:.6f}")
print(f"3+1, 1e-8 to 1e-10: {step4[1]:.6f}")
print("WORKED EXAMPLE")
print(f"species N = {species}")
print(f"velocity = {velocity:.1e} m/s")
print(f"field = {field:.1f} T")
print(f"half-gap = {half_gap:.1f} meV")
print(f"hbar v = {hbar_v:.3f} meV nm")
print(f"b = e B/hbar = {b:.6f} nm^-2")
print(f"magnetic length = {1 / np.sqrt(b):.4f} nm")
print(f"massless first level = {hbar_v * np.sqrt(2 * b):.3f} meV")
print(f"massless energy density = {u_massless:.5f} meV/nm^2")
print(f"the same, converted = {u_massless * to_micro:.3f} microJ/m^2")
print(f"massless energy density at B/4 = {u_quarter:.5f} meV/nm^2")
print(f"massless moment per area = {moment0:.4f} Bohr magneton/nm^2")
print(f"m = half-gap/(hbar v) = {mass:.6f} nm^-1")
print(f"q = {q:.5f}")
print(f"zeta(-1/2, q) = {hurwitz(-0.5, q):.6f}")
print(f"zeta(1/2, q) = {hurwitz(0.5, q):.6f}")
print(f"gapped, zeta term = {terms[0]:.5f} meV/nm^2")
print(f"gapped, b m term = {terms[1]:.5f} meV/nm^2")
print(f"gapped, m^3 term = {terms[2]:.5f} meV/nm^2")
print(f"gapped energy density = {u_gapped:.5f} meV/nm^2")
print(f"the same, converted = {u_gapped * to_micro:.3f} microJ/m^2")
print(f"gapped, direct level sum = {u_direct:.5f} meV/nm^2")
print(f"gapped, weak-field b^2 estimate = {u_weak:.5f} meV/nm^2")
print(f"gapped moment per area = {moment1:.4f} Bohr magneton/nm^2")
print("PASS")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 151, in <module>
    assert abs(coefficient + zeta_three_half / (4 * np.sqrt(2) * PI**2)) < 1e-9
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failing assertion compares the massless coefficient with ζ(3/2), and that coefficient had already matched the zeta formula to 1e-10, so the fault lay in the numerical value of ζ(3/2). The program obtained it from a general series accelerator (mpmath's nsum), which is unreliable for the half-integer power tail of Σ n^(−3/2). It is now an explicit sum of 999 terms plus the Euler–Maclaurin tail; the tested relation and its tolerance of 1e-9 are unchanged. As a precaution, the proper-time integral with a nonzero lower limit is also split at more points, which changes neither its definition nor any tolerance.

Diff:

```diff
@@ -57,5 +57,8 @@
         return 2 * y**(-dim - 1) * mp.exp(-m * m * y * y) * bracket
 
-    points = [mp.sqrt(cut), 0.01, 0.1, 1, 4, mp.inf]
+    lower = mp.sqrt(cut)
+    # one interval per decade resolves the 1/y behaviour near a small cutoff
+    decades = [p for p in (1e-4, 1e-3) if cut > 0 and p > 1.5 * lower]
+    points = [lower] + decades + [0.01, 0.1, 1, 4, mp.inf]
     return float(-mp.quad(integrand, points) / norm)
 
@@ -147,5 +150,8 @@
 assert abs(ratio - 4**1.5) < 1e-4
 zeta_half = float(mp.zeta(-0.5))
-zeta_three_half = float(mp.nsum(lambda n: n**(-mp.mpf(3) / 2), [1, mp.inf]))
+# explicit terms below n = 1000, Euler-Maclaurin tail from there on
+start = 1000.0
+zeta_three_half = (np.sum(np.arange(1, 1000, dtype=float)**-1.5)
+                   + 2 * start**-0.5 + start**-1.5 / 2 + start**-2.5 / 8)
 coefficient = proper_time(1.0, 0.0)
 assert abs(coefficient + zeta_three_half / (4 * np.sqrt(2) * PI**2)) < 1e-9
```

Output now:

```
TESTS (dimensionless, b = 1 unless stated)
grid levels E^2: 0.0000 2.0000 2.0000 4.0000 4.0000 6.0000 6.0000
m | L formula | Gaussian cutoff | exponential cutoff | integral
0.0 | -0.0467908 | -0.0467908 | -0.0467908 | -0.0467908
0.5 | -0.0220279 | -0.0220279 | -0.0220279 | -0.0220279
1.5 | -0.0087650 | -0.0087650 | -0.0087649 | -0.0087650
massless L(b=4)/L(b=1) from level sums: 8.00000
zeta(-1/2) = -0.2078862
zeta(3/2) = 2.6123753
massless L/b^(3/2) = -0.0467908
strong-field coefficient of b m: 0.07958
1/(4 pi) = 0.07958
b^2 coefficient, m = 1, plane waves: -0.013263
b^2 coefficient, m = 1, proper time: -0.013263
-1/(24 pi) = -0.013263
change of L as the lower proper-time limit drops (b = m = 1)
2+1, 1e-6 to 1e-8: -1.347e-05
2+1, 1e-8 to 1e-10: -1.347e-06
3+1, 1e-6 to 1e-8: -0.019442
3+1, 1e-8 to 1e-10: -0.019442
WORKED EXAMPLE
species N = 4
velocity = 1.0e+06 m/s
field = 10.0 T
half-gap = 50.0 meV
hbar v = 658.212 meV nm
b = e B/hbar = 0.015193 nm^-2
magnetic length = 8.1130 nm
massless first level = 114.736 meV
massless energy density = 0.23069 meV/nm^2
the same, converted = 36.961 microJ/m^2
massless energy density at B/4 = 0.02884 meV/nm^2
massless moment per area = -0.5978 Bohr magneton/nm^2
m = half-gap/(hbar v) = 0.075963 nm^-1
q = 0.18991
zeta(-1/2, q) = 0.077978
zeta(1/2, q) = 0.602353
gapped, zeta term = -0.08653 meV/nm^2
gapped, b m term = 0.24180 meV/nm^2
gapped, m^3 term = -0.06123 meV/nm^2
gapped energy density = 0.09404 meV/nm^2
the same, converted = 15.067 microJ/m^2
gapped, direct level sum = 0.09404 meV/nm^2
gapped, weak-field b^2 estimate = 0.10610 meV/nm^2
gapped moment per area = -0.3031 Bohr magneton/nm^2
PASS
```
